# Time-integrated interstitial excess from dissolving clusters below a perfect sink

## A steady source

Ion implantation leaves silicon with surplus interstitials stored in small clusters. During annealing the clusters dissolve, and the freed interstitials speed up the diffusion of dopants such as boron until they have escaped. Let the clusters form a thin sheet at depth $L$ below a surface at $x=0$, and let the surface hold the interstitial concentration $C_I$ at its equilibrium value $C_I^*$. The excess is $u=C_I-C_I^*$, so $u(0,t)=0$.

Suppose first that the sheet releases interstitials at a constant rate $g_0$ per area for a long time $T$. In the steady state all of them flow to the surface, because nothing removes them in the depth. Between surface and sheet the flux towards the surface is $D_I\,du/dx=g_0$; beyond the sheet it is zero. Hence
$$u(x)=\frac{g_0}{D_I}\min(x,L). \tag{1}$$
Apart from the build-up and the final decay, the time integral of $u$ is $T$ times this. Since $g_0T=Q$ is the number released per area, it equals $Q\min(x,L)/D_I$. Releasing the same $Q$ twice as fast doubles the concentration and halves its duration. The result below shows that this compensation holds for any release history, with the transients included.

## Balance integrated over time

Let the net release rate be $g(t)$, with $\int_0^\infty g\,dt=Q$ and $\int_0^\infty|g|\,dt$ finite. "Net" means emission minus recapture by the clusters. Temperature, $D_I$ and $C_I^*$ are constant and uniform, there is no free excess at $t=0$, and the bulk neither destroys nor binds interstitials. Then
$$\frac{\partial u}{\partial t}=D_I\frac{\partial^2u}{\partial x^2}+g(t)\,\delta(x-L),\qquad u(0,t)=0. \tag{2}$$
Define
$$S(x)=\int_0^\infty u(x,t)\,dt \tag{3}$$
and integrate (2) over all time. The left side gives $u(x,\infty)-u(x,0)=0$, so
$$D_I\,S''(x)=-Q\,\delta(x-L). \tag{4}$$
Away from $L$, $S$ is a straight line. Integrating (4) across $L$ gives the slope jump
$$S'(L^+)-S'(L^-)=-\frac{Q}{D_I}. \tag{5}$$
The time-integrated flux through a plane at $x>L$, directed into the depth, is $-D_IS'(x)$. It equals the amount that remains beyond that plane for ever. If this amount is zero, $S'(L^+)=0$, and (5) gives $S'(L^-)=Q/D_I$. With $S(0)=0$ and continuity at $L$,
$$\boxed{S(x)=\frac{Q}{D_I}\min(x,L)} \tag{6}$$
The slope at the surface gives $D_IS'(0)=Q$: every released interstitial ends there.

This argument used two limits, $u\to0$ at late times and no material left in the depth. Both need proof in a half-space, where atoms can wander far before they return.

## Proof from the response to one atom

One atom per area released at depth $L$ at time zero spreads as a Gaussian. Subtracting an equal Gaussian centred at $-L$ keeps the concentration zero at the surface:
$$G(x,t)=\frac{e^{-a^2/4D_It}-e^{-b^2/4D_It}}{\sqrt{4\pi D_It}},\qquad a=|x-L|,\quad b=x+L. \tag{7}$$
Integrating (7) over $x>0$ gives the amount still in the solid,
$$\tfrac12\left[1+\operatorname{erf}\frac{L}{2\sqrt{D_It}}\right]-\tfrac12\left[1-\operatorname{erf}\frac{L}{2\sqrt{D_It}}\right]=\operatorname{erf}\frac{L}{2\sqrt{D_It}}, \tag{8}$$
which tends to zero. No atom stays in the depth.

To integrate $G$ over time, write the difference of exponentials as an integral over a length $y$:
$$e^{-a^2/4D_It}-e^{-b^2/4D_It}=\int_a^b\frac{y}{2D_It}\,e^{-y^2/4D_It}\,dy. \tag{9}$$
The integrand is positive, so the time integral may be done first. Put $s=y/\sqrt{4D_It}$. Then
$$\frac{y}{2D_It}=\frac{2s^2}{y},\qquad \frac1{\sqrt{4\pi D_It}}=\frac{s}{\sqrt\pi\,y},\qquad |dt|=\frac{y^2}{2D_Is^3}\,ds,$$
and the product of the three is $ds/(\sqrt\pi D_I)$. Times from $0$ to $t$ correspond to $s$ from $\infty$ down to $y/\sqrt{4D_It}$. Therefore
$$K(x,t)=\int_0^tG\,dt'=\frac1{2D_I}\int_a^b\operatorname{erfc}\!\left(\frac{y}{2\sqrt{D_It}}\right)dy. \tag{10}$$
For $t\to\infty$ the complementary error function tends to 1, and
$$K(x,\infty)=\frac{b-a}{2D_I}=\frac{x+L-|x-L|}{2D_I}=\frac{\min(x,L)}{D_I}. \tag{11}$$

For a general release the solution of (2) is the sum of such responses,
$$u(x,t)=\int_0^tg(t')\,G(x,t-t')\,dt'. \tag{12}$$
Integrating over $t$ and exchanging the order, which the finite integral of $|g|$ permits, gives
$$S(x)=\int_0^\infty g(t')\,dt'\int_0^\infty G(x,s)\,ds=Q\,\frac{\min(x,L)}{D_I}.$$
This proves (6) without assuming the late-time limits.

The function $g$ need not be known in advance. If the clusters dissolve more slowly when the interstitials around them are dense, $g$ depends on $u$ and the problem is nonlinear. Its solution still contains some definite history $g(t)$, and (12) holds for that history.

Three release laws were tested by solving (2) numerically on $0\le x\le4L$ with a reflecting far face, in units where $L=Q=D_I=1$:

- exponential release with lifetime 0.5;
- two pulses centred at times 4 and 9, carrying 0.3 and 0.7 of $Q$;
- feedback, $g=6N[0.5-u(L,t)]$, where $N$ is the number still stored.

The peak concentrations at $L$ were 0.425, 0.267 and 0.313, yet $S$ differed from $\min(x,1)$ by less than $4\times10^{-8}$ in each case. Such small errors are possible on a mesh of spacing 0.05 because the three-point second difference is exact for a piecewise linear function with its kink on a mesh point. In the feedback case the clusters emitted about 2.17 interstitials for each one finally lost. Using gross emission for $Q$ would have overestimated $S$ by that factor.

## How fast the integral is reached

Independence of kinetics concerns the completed integral. The part still missing at a time $t$ after release follows from (10) and (11). For $\sqrt{D_It}$ much larger than $x$ and $L$, use $\operatorname{erf}z\approx2z/\sqrt\pi$:
$$\frac{\min(x,L)}{D_I}-K(x,t)\approx\frac1{2D_I}\int_a^b\frac{y\,dy}{\sqrt{\pi D_It}}=\frac{b^2-a^2}{4D_I\sqrt{\pi D_It}}=\frac{xL}{D_I\sqrt{\pi D_It}}, \tag{13}$$
since $b^2-a^2=4xL$. Relative to the final value at $x>L$, the missing part is $x/\sqrt{\pi D_It}$. It falls slowly, but starts to do so after a time of order $x^2/D_I$, which is short at the depths of interest.

If $g$ changes little during that time, and is still large enough to outweigh the tail left by earlier release, it can be taken out of (12), and
$$u(x,t)\approx\frac{g(t)}{D_I}\min(x,L). \tag{14}$$
The steady profile (1) then follows the release rate. In a half-space this fails late in an exponential release, however slow the release is, because $g$ falls exponentially while the tail falls only as a power of time. In a wafer of finite thickness $W$ the tail itself decays exponentially after a time of order $W^2/D_I$, and a release much slower than this decay keeps the steady profile to the end. An anneal stopped before the clusters have dissolved has delivered approximately the fraction of $S$ that has been released, and this fraction does depend on the kinetics.

A uniform diffusivity that varies in time multiplies $u''$ in (2) by $D_I(t)$. If diffusion continues until the excess has gone, integration gives
$$\int_0^\infty D_I(t)\,u(x,t)\,dt=Q\min(x,L), \tag{15}$$
whereas $\int u\,dt$ depends on when the atoms were released. With $D_I=0.5+t/(t+3)$ in the scaled units, and on the same finite domain with a reflecting far face as before, exponential release gave $\int u(L,t)\,dt=1.173$ and the two later pulses gave 0.807. The weighted integral agreed with $\min(x,1)$ within 0.002 for both. A real temperature ramp also changes $C_I^*$, which adds a source $-dC_I^*/dt$ to (2); equation (15) does not cover that term.

## Broadening of a dopant marker

Consider a dilute dopant of concentration $c$ that moves only with the help of interstitials. If its mobile complexes are in local equilibrium with dopant and interstitials, their concentration is proportional to $cC_I$. Their diffusion gives
$$\frac{\partial c}{\partial t}=\frac{D_A^*}{C_I^*}\,\frac{\partial^2(C_Ic)}{\partial x^2}, \tag{16}$$
where $D_A^*$ is the dopant diffusivity at $C_I=C_I^*$.

Take a marker layer far enough from the surface that $F=C_Ic$ and its slope vanish at both ends of the layer. Two integrations by parts give $\int F''dx=0$, $\int xF''dx=0$ and $\int x^2F''dx=2\int F\,dx$. The dose and the mean depth are thus conserved, and the variance grows as
$$\frac{d\sigma^2}{dt}=\frac{2D_A^*}{C_I^*}\,\langle C_I\rangle, \tag{17}$$
with the average taken over the marker. Where $u$ is linear across the marker, $\langle u\rangle$ is its value at the mean depth $x_m$. For an anneal of duration $t_a$ that completes the release and then continues for a time much longer than $x_m^2/D_I$ and $L^2/D_I$, so that little of $S$ is still missing,
$$\sigma^2-\sigma_0^2=2D_A^*t_a+\frac{2D_A^*Q\min(x_m,L)}{D_IC_I^*}. \tag{18}$$
The second term is the transient part. It contains the product $D_IC_I^*$ and not the two factors separately: at fixed product, a lower $D_I$ makes each released interstitial stay longer, but the higher $C_I^*$ reduces its contribution to $u/C_I^*$ in the same proportion.

Equation (16) was also solved with $u$ from the exponential case in place of $C_I$, for markers of initial width 0.1 and a coefficient $D_A^*/C_I^*=0.01$. The variance gain divided by twice this coefficient was 0.5993 at depth 0.6 and 0.9993 at depth 2.5. Equation (6) gives 0.6 and 1.

## Boron in silicon at 800 °C

The following inputs are rough typical values: $Q=5\times10^{13}$ cm⁻², $L=80$ nm, $D_I=2\times10^{-7}$ cm²/s, $C_I^*=5\times10^9$ cm⁻³ and $D_B^*=4\times10^{-17}$ cm²/s for boron. The marker lies at 300 nm with $\sigma_0=10$ nm, and the anneal lasts 1000 s. Since the marker is deeper than the clusters, $\min(x_m,L)=L$ and
$$S=\frac{(5\times10^{13})(8\times10^{-6})}{2\times10^{-7}}=2.0\times10^{15}\ \text{s cm}^{-3}.$$
Dividing by $C_I^*$ gives $4.0\times10^5$ s, or 111 h: the released interstitials move the boron as far as 111 h of annealing at equilibrium would. The extra diffusion is
$$D_B^*\,\frac{S}{C_I^*}=(4\times10^{-17})(4.0\times10^5)=1.6\times10^{-11}\ \text{cm}^2.$$
With (18), the final width is $\sigma=57.5$ nm, compared with 10.4 nm for the same anneal without excess.

At 40 nm, $S$ is half as large, $1.0\times10^{15}$ s cm⁻³. A marker there would, however, spread until it reached both the surface and the cluster depth, so (18) would not give its final width.

For exponential dissolution with a lifetime of 100 s, (14) predicts an initial plateau $u/C_I^*=4000$. After 100 s it should have fallen by a factor $e$, to about 1470; the full integral (12) gives 1473 at the marker. The diffusion times $L^2/D_I=3.2\times10^{-4}$ s for the cluster depth and $x_m^2/D_I=4.5\times10^{-3}$ s for the marker depth are far shorter than the lifetime, which is why the steady profile is a fair approximation while the release is strong. It is approached slowly, however: by (13) the early shortfall at the marker is about $x_m/\sqrt{\pi D_It}$, which is 17 % at 0.05 s, 4 % at 1 s and 1 % at 10 s, so $u/C_I^*$ peaks near 3820 and does not reach 4000. The close agreement at 100 s arises because the error changes sign near there; at 300 s the true value lies 1 % above (14). Near the end of the 1000 s anneal it no longer does: the release has almost ceased, and the tail of earlier release contributes more than (14).

At the end of the anneal, $S$ at the marker has reached 99.87 % of its final value for a lifetime of 100 s and 99.88 % for 10 s, all else fixed. The missing part is mostly the tail (13): with $t\approx900$ s, $x_m/\sqrt{\pi D_It}\approx0.13$ %, while the undissolved fraction is $e^{-10}\approx0.005$ %. After only 10 s the two cases would differ strongly, with about 10 % and 63 % of the interstitials released.

## Conditions that change the result

**Bulk loss.** Let interstitials disappear at a rate $u/\tau_b$, and define $\ell=\sqrt{D_I\tau_b}$. Equation (4) becomes $D_IS''-S/\tau_b=-Q\delta(x-L)$. With $x_<$ and $x_>$ the smaller and larger of $x$ and $L$, the continuous solution that vanishes at the surface and in the depth is $A\sinh(x_</\ell)e^{-x_>/\ell}$. Its slope jump at $L$ is
$$-\frac A\ell\left(\sinh\frac L\ell+\cosh\frac L\ell\right)e^{-L/\ell}=-\frac A\ell,$$
so (5) requires $A=Q\ell/D_I$ and
$$S=\frac{Q\ell}{D_I}\sinh\!\left(\frac{x_<}{\ell}\right)e^{-x_>/\ell}. \tag{19}$$
For $\ell\to\infty$ this returns to (6). For finite $\ell$ the plateau beyond $L$ decays with depth. Traps that hold interstitials for a time and end empty are different: their net uptake integrates to zero, so they delay the free interstitials without changing $S$.

**Imperfect surface.** If $D_Iu'(0)=ku(0)$, time integration gives $D_IS'(0)=kS(0)$. All $Q$ atoms still leave there, so $S(0)=Q/k$, and this constant is added to (6) at every depth.

**Absorbing back face.** With a second perfect sink at $x=W$, the straight lines that satisfy (5) are $S=(Q/D_I)\,x_<(1-x_>/W)$.

**Spread source.** Equation (2) is linear in the source, so a release $q(x')$ per volume gives $S=\int q(x')\min(x,x')\,dx'/D_I$. Deeper than all clusters, this depends only on the total release and its mean depth. At $x=L$, a Gaussian source of width $w\ll L$ centred there lowers $S$ by $Qw/(D_I\sqrt{2\pi})$, because $\min(x',L)=L-\max(L-x',0)$ and the last term averages to $w/\sqrt{2\pi}$.

In real silicon the assumption of a loss-free bulk can fail, since impurities such as carbon can bind interstitials. For an assumed $\ell=2$ µm, (19) multiplies $S$ at the marker by 0.86; a shorter $\ell$ would reduce it further. An assumed surface length $D_I/k=5$ nm raises it by 6 %. An absorbing back face at $W=0.7$ mm would lower the completed integral by 0.04 %, but during this anneal the interstitials spread over only about $\sqrt{D_It_a}\approx0.14$ mm, so its effect is then negligible. A source width of 20 nm lowers $S$ by 10 % at $x=L$, but not at the marker.

The boron itself adds corrections. Its assumed peak of $5\times10^{17}$ cm⁻³, with a rough intrinsic carrier density of $2\times10^{18}$ cm⁻³, raises the hole density at the peak by a factor 1.13. If the boron diffusivity follows the hole density, it rises by at most this factor, and less as the marker spreads; the accompanying electric field is left out. If each marker atom held one interstitial for good, 2.5 % of $Q$ would be withheld. The effect on $S$ is larger, because these interstitials are removed at $x_m$ and not at $L$: the marker acts as a negative source at its own depth, and by (6) $S$ there falls by $x_m/L=3.75$ times the withheld fraction, about 9 %. For an assumed migration length of 10 nm, with variance $2\times(10\text{ nm})^2$ per event, the extra diffusion amounts to about 16 events per boron atom. The width is then a root-mean-square value, and the profile need not be Gaussian in its tails.

Temperature enters through $D_B^*/(D_IC_I^*)$. If the activation energy of the product $D_IC_I^*$ exceeds that of $D_B^*$ by an assumed 1.5 eV, an anneal 10 K cooler gives 16 % more transient diffusion. This holds at fixed $Q$ and $L$, and if the anneal is long enough to dissolve the clusters. Given these corrections and the rough inputs, the example supports a marker width of several tens of nanometres, not the third digit of 57.5 nm. The numerical output lists the values used here.

## Values computed for the example and the checks

```
SCALED TESTS (L=Q=D=1)
exponential: max error of S = 1.4e-08
exponential: peak u at L = 0.425
two_pulses: max error of S = 3.3e-08
two_pulses: peak u at L = 0.267
feedback: max error of S = 1.5e-08
feedback: peak u at L = 0.313
feedback: gross emission / net Q = 2.174
ramp: S(L), exponential = 1.173
ramp: S(L), two pulses = 0.807
marker at 0.6: variance gain/(2a) = 0.5993
marker at 2.5: variance gain/(2a) = 0.9993
SILICON EXAMPLE, ROUGH INPUTS
temperature = 1073.15 K
Q = 5.0e+13 cm^-2; L = 80 nm
D_I = 2.0e-07 cm^2/s; C_I* = 5.0e+09 cm^-3
D_I C_I* = 1.0e+03 cm^-1 s^-1
D_B* = 4.0e-17 cm^2/s
marker depth = 300 nm
initial marker sigma = 10 nm
marker peak = 5.0e+17 cm^-3
anneal time = 1000 s
S at 300 nm = 2.00e+15 s cm^-3
S at 40 nm = 1.00e+15 s cm^-3
equivalent time = 4.00e+05 s
equivalent time = 111 h
extra boron Dt = 1.60e-11 cm^2
final marker sigma = 57.5 nm
sigma without excess = 10.39 nm
L^2/D_I = 3.2e-04 s
plateau u/C_I*, tau 100 s = 4000
u/C_I* at t=tau, full kernel = 1473
S reached, tau 100 s = 99.87 %
S reached, tau 10 s = 99.88 %
NEGLECTED EFFECTS, ROUGH ASSUMPTIONS
bulk loss length 2 um: S factor 0.861
surface length D/k 5 nm: factor 1.062
absorbing back at 0.7 mm: factor 0.99957
source sigma 20 nm: drop at L 10.0 %
n_i = 2.0e+18 cm^-3: hole factor up to 1.13
marker boron / Q = 2.5 %
activation difference = 1.5 eV
10 K cooler: extra Dt factor 1.165
hop length 10 nm: events per boron 16
```
